\section*{Scalar, vector and tensor dynamic polarisabilities derived in two ways, part 2}

An atomic level of angular momentum $J$ and definite parity, with substates $|JM\rangle$, is placed in the oscillating field
\begin{equation}
\mathbf E(t)=\frac{E_0}{2}\left(\boldsymbol\epsilon\,e^{-i\omega t}+\boldsymbol\epsilon^*e^{i\omega t}\right),\qquad \boldsymbol\epsilon^*\!\cdot\boldsymbol\epsilon=1 .
\end{equation}
We want the shifts of its substates to second order in $E_0$, in Hartree atomic units. They are the eigenvalues of $H_{\rm eff}=-(E_0^2/4)\hat\alpha$, where
\begin{equation}
\hat\alpha=\sum_{J'}\left[\frac{(\boldsymbol\epsilon^*\!\cdot\mathbf d)P_{J'}(\boldsymbol\epsilon\cdot\mathbf d)}{\Delta-\omega}+\frac{(\boldsymbol\epsilon\cdot\mathbf d)P_{J'}(\boldsymbol\epsilon^*\!\cdot\mathbf d)}{\Delta+\omega}\right],
\label{second}
\end{equation}
understood between states of the level. Here $\mathbf d$ is the dipole operator and $P_{J'}$ projects on an intermediate level $J'$, with substates labelled by $M'$, at energy $\Delta=E_{J'}-E_J$. The line strength $S=|\langle J'\|d\|J\rangle|^2$ is the sum of all squared Cartesian dipole elements between the two levels.

The scalar, vector and tensor polarisabilities $\alpha_s,\alpha_v,\alpha_T$ are defined by writing the same operator as
\begin{align}
\hat\alpha&=\sum_{J'}\left[\frac{(\boldsymbol\epsilon^*\!\cdot\mathbf d)P_{J'}(\boldsymbol\epsilon\cdot\mathbf d)}{\Delta-\omega}+\frac{(\boldsymbol\epsilon\cdot\mathbf d)P_{J'}(\boldsymbol\epsilon^*\!\cdot\mathbf d)}{\Delta+\omega}\right]\label{start2}\\
&=\alpha_s+\alpha_v\frac{\Lambda}{2J}+\alpha_T\frac{3\mathcal Q}{J(2J-1)} .
\end{align}
The polarisation enters through
\begin{align}
\Lambda&=-i(\boldsymbol\epsilon^*\times\boldsymbol\epsilon)\cdot\mathbf J,\\
\mathcal Q&=\tfrac12\left[(\boldsymbol\epsilon^*\!\cdot\mathbf J)(\boldsymbol\epsilon\cdot\mathbf J)+(\boldsymbol\epsilon\cdot\mathbf J)(\boldsymbol\epsilon^*\!\cdot\mathbf J)\right]-\tfrac13\mathbf J^2 .
\end{align}

A first derivation recoupled the two dipole operators, in fixed order, into tensors of rank $K=0,1,2$. The two terms of $\hat\alpha$ then combine into the single factor $F_K=(\Delta-\omega)^{-1}+(-1)^K(\Delta+\omega)^{-1}$, so that
\begin{equation}
F_0=F_2=\frac{2\Delta}{\Delta^2-\omega^2},\qquad F_1=\frac{2\omega}{\Delta^2-\omega^2}.
\label{F}
\end{equation}
The result, with 6j symbols in braces, was
\begin{align}
\alpha_s&=\frac{1}{3(2J+1)}\sum_{J'}S\,F_0,\label{as}\\
\alpha_v&=-\sqrt{\frac{6J}{(J+1)(2J+1)}}\sum_{J'}(-1)^{J+J'}\begin{Bmatrix}1&1&1\\J&J&J'\end{Bmatrix}S\,F_1,\label{av}\\
\alpha_T&=\sqrt{\frac{10J(2J-1)}{3(J+1)(2J+1)(2J+3)}}\sum_{J'}(-1)^{J+J'}\begin{Bmatrix}1&1&2\\J&J&J'\end{Bmatrix}S\,F_0.\label{at}
\end{align}
The second derivation, given here, starts again from Eq.~\eqref{start2} and uses projectors instead of 6j symbols.

\subsection{The polarisation vector as a spin one}

Consider product states $|\mathbf e\rangle|JM\rangle$, where $\mathbf e$ is a complex three-vector. Define a map into the intermediate level by
\begin{equation}
W|\mathbf e\rangle|JM\rangle=P_{J'}(\mathbf e\cdot\mathbf d)|JM\rangle .
\end{equation}
Rotating $\mathbf e$ and the atomic state together rotates the result. The map therefore preserves total angular momentum. In the product of spin one and $J$, each allowed $J'$ occurs once. Thus $W$ vanishes on the other total angular momenta, and $W^\dagger W$ is a constant on the one equal to $J'$. If $\Pi_{J'}$ is the projector on that part of the product space, then
\begin{equation}
W^\dagger W=\frac{S}{2J'+1}\Pi_{J'} .
\label{Wproj}
\end{equation}
The constant follows by taking the trace: the left side has trace $S$, and $\Pi_{J'}$ has trace $2J'+1$.

Taking the matrix element in the polarisation space alone gives
\begin{equation}
(\boldsymbol\epsilon^*\!\cdot\mathbf d)P_{J'}(\boldsymbol\epsilon\cdot\mathbf d)=\frac{S}{2J'+1}\langle\boldsymbol\epsilon|\Pi_{J'}|\boldsymbol\epsilon\rangle .
\end{equation}
This is still an operator on the atomic level. The second term in Eq.~\eqref{start2} follows by replacing $\boldsymbol\epsilon$ with $\boldsymbol\epsilon^*$.

The Cartesian spin-one matrices are $(s_k)_{ij}=-i\varepsilon_{kij}$. Let $X=\mathbf J\cdot\mathbf s$. Since $(\mathbf J+\mathbf s)^2=\mathbf J^2+2+2X$, the eigenvalue of $X$ on total angular momentum $J'$ is
\begin{equation}
\lambda=\tfrac12[J'(J'+1)-J(J+1)-2] .
\label{lambda}
\end{equation}
It equals $-(J+1)$, $-1$ or $J$ for $J'=J-1,J,J+1$.

The matrix element of $X$ is $\langle\boldsymbol\epsilon|X|\boldsymbol\epsilon\rangle=\Lambda$. For its square, multiplication of the spin matrices gives
\begin{equation}
(X^2)_{ij}=-\sum_{klm}\varepsilon_{kil}\varepsilon_{mlj}J_kJ_m=\mathbf J^2\delta_{ij}-J_jJ_i .
\end{equation}
The order $J_jJ_i$ matters. The commutator $[J_i,J_j]=i\sum_k\varepsilon_{ijk}J_k=-X_{ij}$ converts it into a symmetric product:
\begin{equation}
J_jJ_i=\tfrac12(J_iJ_j+J_jJ_i)+\tfrac12X_{ij} .
\end{equation}
It is therefore natural to define
\begin{equation}
Y=X^2+\tfrac12X-\tfrac23J(J+1).
\end{equation}
Its components are $Y_{ij}=-\tfrac12(J_iJ_j+J_jJ_i)+\tfrac13\mathbf J^2\delta_{ij}$, and hence $\langle\boldsymbol\epsilon|Y|\boldsymbol\epsilon\rangle=-\mathcal Q$.

\subsection{Expansion of the projector}

For $J\ge1$, $X$ has three distinct eigenvalues. A projector on one of them is therefore a quadratic polynomial in $X$, or
\begin{equation}
\Pi_{J'}=p_0+p_1X+p_2Y .
\end{equation}
The three operators on the right have zero mutual traces. Indeed, $X$ is antisymmetric and $Y$ symmetric and traceless in the Cartesian indices. Multiplication by each operator and taking the trace gives
\begin{equation}
p_0=\frac{2J'+1}{3(2J+1)},\qquad
p_1=\frac{(2J'+1)\lambda}{\operatorname{tr}X^2},\qquad
p_2=\frac{(2J'+1)y}{\operatorname{tr}Y^2},
\end{equation}
where $y=\lambda^2+\lambda/2-2J(J+1)/3$ is the eigenvalue of $Y$.

The spin-one matrices satisfy $\operatorname{tr}(s_ks_m)=2\delta_{km}$, so
\begin{equation}
\operatorname{tr}X^2=2\operatorname{tr}\mathbf J^2=2J(J+1)(2J+1).
\end{equation}
Substitution of the three values of $\lambda$ gives
\begin{equation}
y=\begin{cases}
(J+1)(2J+3)/6,&J'=J-1,\\
-(2J-1)(2J+3)/6,&J'=J,\\
J(2J-1)/6,&J'=J+1.
\end{cases}
\label{y}
\end{equation}
Weighting their squares by $2J'+1$, and factoring out $(2J-1)(2J+3)/36$, leaves
\begin{align}
&(J+1)^2(2J+3)+(2J+1)(2J-1)(2J+3)+J^2(2J-1)\nonumber\\
&\quad=12J^3+18J^2+6J=6J(J+1)(2J+1).
\end{align}
Therefore
\begin{equation}
\operatorname{tr}Y^2=\frac{J(J+1)(2J-1)(2J+1)(2J+3)}6 .
\end{equation}

Now insert the expansion in Eq.~\eqref{start2}. Replacing $\boldsymbol\epsilon$ by $\boldsymbol\epsilon^*$ reverses $\Lambda$ but leaves $\mathcal Q$ unchanged. The contribution of one level is consequently
\begin{equation}
\hat\alpha_{J'}=S\left[\frac{F_0}{3(2J+1)}+\frac{\lambda F_1\Lambda}{2J(J+1)(2J+1)}-\frac{yF_0\mathcal Q}{\operatorname{tr}Y^2}\right].
\label{one}
\end{equation}
Comparison with the definitions gives the same $\alpha_s$ as before and
\begin{align}
\alpha_v&=\sum_{J'}\frac{\lambda S F_1}{(J+1)(2J+1)},\label{av2}\\
\alpha_T&=-\sum_{J'}\frac{2yS F_0}{(J+1)(2J+1)(2J+3)} .\label{at2}
\end{align}
For $J=\tfrac12$, $Y$ vanishes and is omitted from the expansion; Eq.~\eqref{av2} remains valid. For $J=0$ the scalar is all that remains.

Relative to the scalar contribution of the same level, the vector contribution is $3\lambda\omega/[(J+1)\Delta]$. The tensor contribution is
\begin{equation}
-1,\qquad \frac{2J-1}{J+1},\qquad -\frac{J(2J-1)}{(J+1)(2J+3)}
\label{ratios}
\end{equation}
for $J'=J-1,J,J+1$, respectively.

The value $-1$ has a direct meaning. For light polarised linearly along $z$, a state $M=J$ has no partner with the same $M$ in a level $J'=J-1$. Its scalar and tensor contributions must cancel, as they do.

\subsection{What the two derivations assume}

Both derivations use second-order perturbation theory, an isolated degenerate level, and intermediate levels whose magnetic substates share one energy. A static field that splits an intermediate level by an amount comparable with the smaller of $|\Delta-\omega|$ and $|\Delta+\omega|$ invalidates both, because the energy denominator then depends on $M'$. Neither assumes $LS$ coupling: $J$ and $J'$ need only be good quantum numbers. Nuclear spin is left out. In an atom with hyperfine structure the level is not degenerate, and $H_{\rm eff}$ must be diagonalised together with the hyperfine interaction. The projection $M$ of $\mathbf J$ labels the shifted states only when the differences between the shifts far exceed the hyperfine splitting. That splitting spans about 500 MHz in the $5P_{3/2}$ level of $^{87}$Rb, comparable with the shifts in the model below.

They use different properties of the dipole. The recoupling identity holds for two unrelated vector operators in a fixed order. Hermiticity enters only when their reduced elements are combined into $S$. That route can therefore be adapted to two different vector operators or to different initial and final levels. The reduced elements and energy denominators of the two terms in Eq.~\eqref{second} must then be kept separate, because the terms need not combine into the single factor $F_K$.

The projector route uses from the start that the two operators are adjoints and that the initial and final levels coincide. This is why the product is the positive operator $W^\dagger W$. In return, the phases of reduced elements never enter, and the weights appear as rational functions.

The line strengths can be varied independently in the algebra, so the coefficients in the two results must agree for each $J'$. For $J\ge1$ this gives
\begin{align}
(-1)^{J+J'}\begin{Bmatrix}1&1&1\\J&J&J'\end{Bmatrix}
&=-\frac{\lambda}{\sqrt{6J(J+1)(2J+1)}},\\
(-1)^{J+J'}\begin{Bmatrix}1&1&2\\J&J&J'\end{Bmatrix}
&=-\frac{2\sqrt3\,y}{\sqrt{10J(J+1)(2J-1)(2J+1)(2J+3)}} .
\end{align}
Thus the rank-one 6j symbol measures $\mathbf J\cdot\mathbf s$ in the intermediate coupling, and the rank-two symbol measures its quadratic part. The numerical check compares the resulting ratios with separately evaluated 6j symbols for $J$ from 1 to 6.

\subsection{A one-electron model}

Take a $P_{3/2}$ level coupled to $S_{1/2}$, $D_{3/2}$ and $D_{5/2}$. The radial integrals are 2 a.u. for $P$--$S$ and 3 a.u. for $P$--$D$. The gaps are 0.100, 0.135 and 0.140 a.u., in the order just given, and $\omega=0.060$ a.u. The model also contains a $P_{1/2}$ level 0.0030 a.u. below $P_{3/2}$. It has the same parity, so it does not enter the second-order sums, but it is kept in the Floquet diagonalisation below. These are model parameters; all other levels, the continuum and a core are omitted.

The line strengths follow from the angular functions. For the orbital state $Y_{10}$, only the $z$ component of the unit vector $\hat{\mathbf r}$ leads to an $S$ state, with squared amplitude $1/3$. Since $\hat{\mathbf r}\cdot\hat{\mathbf r}=1$, the $D$ share is $2/3$. Both shares are scalars in orbital space, so they also hold for each of the four $P_{3/2}$ states. The total strengths are $4\times2^2/3=5.333$ a.u. to $S$ and $4\times2\times3^2/3=24$ a.u. to $D$.

To split the $D$ strength, start from the stretched state with orbital projection 1 and spin up. Its relative strengths to orbital projections 2, 1 and 0 are $1$, $1/2$ and $1/6$. The corresponding spin-up states have weights $0$, $1/5$ and $2/5$ in $D_{3/2}$. Its fraction is
\begin{equation}
\frac{(1/2)(1/5)+(1/6)(2/5)}{1+1/2+1/6}=\frac1{10}.
\end{equation}
Hence $D_{3/2}$ has strength 2.4 a.u. and $D_{5/2}$ has 21.6 a.u.

For $S_{1/2}$, $F_0=0.2/(0.01-0.0036)=31.25$ a.u., giving a scalar part $5.333\times31.25/12=13.89$ a.u. Its vector part is $-3(0.060/0.100)\times13.89=-25.00$ a.u., and its tensor part is $-13.89$ a.u. The same steps for the other levels give the sums
\begin{align}
\alpha_s&=13.89+3.69+31.50=49.08\ \text{a.u.},\\
\alpha_v&=-25.00-1.97+24.30=-2.67\ \text{a.u.},\\
\alpha_T&=-13.89+2.95-6.30=-17.24\ \text{a.u.}
\end{align}
The small vector value is a cancellation between large contributions of opposite sign. In SI units the three values are $8.09\times10^{-40}$, $-4.40\times10^{-41}$ and $-2.84\times10^{-40}\ \mathrm{C^2\,m^2/J}$.

For linear polarisation along $z$, $\mathcal Q=M^2-J(J+1)/3$. The tensor factor $3\mathcal Q/[J(2J-1)]$ is $+1$ for $|M|=3/2$ and $-1$ for $|M|=1/2$. The polarisabilities are therefore $49.08-17.24=31.85$ and $49.08+17.24=66.32$ a.u., with the unrounded inputs used in the sums. At $E_0=10^{-4}$ a.u. the shifts are $-524$ and $-1091$ MHz.

For $\boldsymbol\epsilon=-(\hat{\mathbf x}+i\hat{\mathbf y})/\sqrt2$, $\Lambda=M$. The symmetric product in $\mathcal Q$ is $(\mathbf J^2-J_z^2)/2$, so the tensor factor is minus half its linear value:
\begin{equation}
\alpha(M)=\alpha_s+\frac{\alpha_vM}{2J}-\frac{\alpha_T}{2}\,\frac{3M^2-J(J+1)}{J(2J-1)} .
\end{equation}
For $M=+3/2$ this is $49.081-1.335+8.618=56.364$ a.u.; for $M=-3/2$ the vector term changes sign and the result is 59.03 a.u. The corresponding shifts are $-927$ and $-971$ MHz.

A Floquet diagonalisation of the same model, which uses neither perturbation theory nor recoupling, gives 66.3155 a.u. for linear light and $|M|=1/2$ at this field. The second-order value is 66.3162 a.u., a difference of about one part in $10^5$ of the polarisability. The numerical check tests that the largest operator difference grows by about four when the field is doubled, as expected from the next order in $E_0^2$. It also compares the full operator for elliptical light, which fixes the sign of the vector term.

The largest shift quoted is $E_0^2\alpha/4=1.66\times10^{-7}$ a.u., much less than the $P_{3/2}$--$P_{1/2}$ splitting of 0.0030 a.u. The quantity to compare with that splitting is the second-order coupling between the two levels. For light polarised along $z$ it vanishes for $|M|=3/2$, which has no partner in $P_{1/2}$. For $|M|=1/2$ the off-diagonal element of $\hat\alpha$ is about 25 a.u., a coupling of $6\times10^{-8}$ a.u., so $P_{3/2}$ can be treated separately here. This mixing lowers the $|M|=1/2$ polarisability by about $(E_0^2/4)\,25^2/0.0030=0.0005$ a.u., most of the difference from the Floquet value. If the coupling approached the splitting, both fine-structure levels would have to be kept in one effective matrix. Near an optical resonance the resonant intermediate level would also have to be kept explicitly, with its damping where the linewidth matters.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Model level P3/2; all values in a.u. unless stated
term energies P, S, D: 0.000 0.101 0.139
spin-orbit constants P, D: 0.002 0.002
radial integrals P-S, P-D: 2.0 3.0
light frequency: 0.060; field amplitude E0: 1.0e-04
intensity: 3.5094e+08 W/cm^2
P3/2 - P1/2 splitting: 0.0030
S1/2: gap 0.1000, |<L'||d||L>|^2 4.0, LS 6j -0.408248
  line strength 5.33333
  6j for K=0,1,2: -0.288675 0.263523 -0.204124
  2gap/(gap^2-w^2) 31.2500, 2w/(gap^2-w^2) 18.7500
  vector ratio without w/gap -3.0000, tensor ratio -1.0000
  scalar, vector, tensor part: 13.8889 -25.0000 -13.8889
D3/2: gap 0.1350, |<L'||d||L>|^2 18.0, LS 6j 0.091287
  line strength 2.40000
  6j for K=0,1,2: 0.288675 -0.105409 -0.163299
  2gap/(gap^2-w^2) 18.4615, 2w/(gap^2-w^2) 8.2051
  vector ratio without w/gap -1.2000, tensor ratio 0.8000
  scalar, vector, tensor part: 3.6923 -1.9692 2.9538
D5/2: gap 0.1400, |<L'||d||L>|^2 18.0, LS 6j -0.223607
  line strength 21.60000
  6j for K=0,1,2: -0.288675 -0.158114 -0.040825
  2gap/(gap^2-w^2) 17.5000, 2w/(gap^2-w^2) 7.5000
  vector ratio without w/gap 1.8000, tensor ratio -0.2000
  scalar, vector, tensor part: 31.5000 24.3000 -6.3000
total scalar: 49.0812 a.u. = 8.0924e-40 C^2 m^2/J
total vector: -2.6692 a.u. = -4.4010e-41 C^2 m^2/J
total tensor: -17.2350 a.u. = -2.8417e-40 C^2 m^2/J
M, alpha linear z, Floquet, shift in MHz
  +1.5 31.8462 31.8461 -523.84
  +0.5 66.3162 66.3155 -1090.85
  -0.5 66.3162 66.3155 -1090.85
  -1.5 31.8462 31.8461 -523.84
M, alpha for e = -(x+iy)/sqrt2, Floquet, shift in MHz
  +1.5 56.3641 56.3640 -927.14
  +0.5 40.0188 40.0186 -658.28
  -0.5 40.9085 40.9083 -672.91
  -1.5 59.0333 59.0331 -971.05
largest error, explicit magnetic sums: 3.3e-16
largest error, weak-field Floquet limit: 7.0e-08 a.u.
\end{verbatim}
